# Quantum-Confinement Threshold Shift and Its Thickness Sensitivity in Charge-Trap Channels

Suppose the channel of a charge-trap cell is a film 4 nm thick, and its electrons are counted as a classical gas. For the model film used below, with impenetrable walls, the predicted threshold voltage at 300 K is then about 61 mV too low. Its thickness dependence is also wrong, by a factor of six. With the film's own charge neglected, the classical threshold changes by $-kT/(qt)=-25.85/4\approx-6.5$ mV per nanometre, while the quantum one changes by about $-39$ mV per nanometre. In this model, a thickness spread of 0.2 nm between cells would be budgeted as 1.3 mV of threshold spread, when it produces 8 mV.

The missing effect is the kinetic energy of an electron confined between two walls. Between impenetrable walls it raises the lowest level by an amount proportional to $t^{-2}$. When nearly all electrons occupy that level, the sensitivity of the threshold to thickness therefore goes as $t^{-3}$.

## The cell and the threshold criterion

The channel is a planar, undoped, fully depleted film occupying $0<x<t$. The gate stack touches the face $x=0$, and the electric field vanishes outside the face $x=t$. The charge $q$ is positive, so an electron carries $-q$. The film has permittivity $\varepsilon$, one conduction valley, confinement mass $m$ along $x$ and mass $m_d$ in the plane. Both walls are at first impenetrable.

Threshold is the gate voltage at which the film holds a chosen electron sheet density $N_T$. The channel is long and the drain bias small, so the source Fermi level, taken as zero energy, applies along the channel. Let $\psi_s$ be the potential at $x=0$, measured so that the band edge there lies at $-q\psi_s$. Let $V_0$ be the gate voltage that gives $\psi_s=0$ when neither film nor stack holds charge.

A sheet of $N_{tr}$ trapped electrons per area sits inside the stack. Since the field beyond the film is zero, Gauss's law gives the displacement at any plane as the electron charge lying beyond it, with its sign reversed. This is $qN$ between film and trap sheet, and $q(N+N_{tr})$ between trap sheet and gate. Dividing by the permittivities and adding the voltage drops gives

$$V_G-V_0=\psi_s+\frac{qN}{C_s}+\frac{qN_{tr}}{C_b}. \tag{1}$$

Here $C_s$ is the capacitance per area of the entire stack, and $C_b$ that of the part between gate and trap sheet. At fixed $N=N_T$ the last two terms do not contain $t$. Trapped charge shifts the threshold rigidly, and all thickness dependence enters through $\psi_s$.

## First derivation: filling the lowest subband

**The levels.** With a flat potential, $-(\hbar^2/2m)\psi''=E\psi$ with $\psi(0)=\psi(t)=0$ has the normalized solutions

$$\psi_n=\sqrt{\tfrac{2}{t}}\,\sin\frac{n\pi x}{t},\qquad E_n=n^2E_1,\qquad E_1=\frac{\pi^2\hbar^2}{2mt^2}. \tag{2}$$

**The filling.** Motion in the plane has the constant density of states $m_d/(\pi\hbar^2)$, spin included. If the lowest subband starts at energy $E_b$ and the others are empty,

$$N=\frac{m_d}{\pi\hbar^2}\int_{E_b}^{\infty}\frac{dE}{1+e^{E/kT}}=N_{2D}\ln\!\left(1+e^{-E_b/kT}\right),\qquad N_{2D}=\frac{m_dkT}{\pi\hbar^2}.$$

Exponentiating and solving for $E_b$ gives

$$-E_b=kT\ln\!\left(e^{N/N_{2D}}-1\right). \tag{3}$$

**The film's own charge.** The potential is not quite flat, because the electrons themselves carry a field. Let $P(x)=\int_0^x\psi_1^2\,dx'$ be the fraction of electrons between the gate-side face and $x$. The field at $x$ is $qN(1-P)/\varepsilon$, directed away from the gate, so

$$\phi(x)=\psi_s-\frac{qN}{\varepsilon}\int_0^x\left[1-P(x')\right]dx'.$$

To first order, the level moves by the average of $-q\phi$ over $\psi_1^2=P'$. Exchanging the order of integration and using $\int_{x'}^{t}P'\,dx=1-P(x')$,

$$\int_0^t P'(x)\int_0^x[1-P(x')]\,dx'\,dx=\int_0^t[1-P(x')]^2dx'\equiv ct .$$

The density is symmetric about mid-film, so $1-P(x)=P(t-x)$ and $1-P$ may be replaced by $P$. With $u=x/t$, $P=u-\sin(2\pi u)/(2\pi)$, and

$$c=\int_0^1u^2du-\frac1\pi\int_0^1u\sin 2\pi u\,du+\frac{1}{4\pi^2}\int_0^1\sin^2 2\pi u\,du .$$

The three integrals are $1/3$, $-1/(2\pi)$ and $1/2$. Hence

$$c=\frac13+\frac1{2\pi^2}+\frac1{8\pi^2}=\frac13+\frac{5}{8\pi^2}\approx0.397 .$$

**The threshold.** The subband edge is $E_b=-q\psi_s+E_1+q^2Nct/\varepsilon$. Inserting this in (3), solving for $\psi_s$ and using (1) at $N=N_T$ gives

$$V_T=V_0+\frac{E_1}{q}+\frac{kT}{q}\ln\!\left(e^{N_T/N_{2D}}-1\right)+qN_T\left(\frac1{C_s}+\frac{ct}{\varepsilon}\right)+\frac{qN_{tr}}{C_b}. \tag{4}$$

The confinement term is $E_1/q=\pi^2\hbar^2/(2qmt^2)$. Differentiating (4) at fixed $N_T$, with $d(t^{-2})/dt=-2t^{-3}$,

$$\boxed{\;\frac{dV_T}{dt}=-\frac{\pi^2\hbar^2}{q\,m\,t^3}+\frac{c\,qN_T}{\varepsilon}\;} \tag{5}$$

The first term is the inverse-cube law. Its minus sign says that a thinner film has a higher threshold. The second is a small constant of opposite sign: a thicker film holds its electrons, on average, further from the gate.

### Numbers for a 4 nm film

Take $m=0.3\,m_0$, $m_d=0.2\,m_0$, relative film permittivity 12, $T=300$ K and $N_T=10^{10}$ cm$^{-2}$. These are round model values. From the gate, the stack has a 6 nm blocking layer, a 6 nm trapping layer and a 4 nm tunnel layer, of relative permittivity 4, 7 and 4. The trap sheet lies in the middle of the trapping layer.

With $\hbar^2/(2m_0)=0.0381$ eV nm²,

$$E_1=\frac{\pi^2\times0.0381}{0.3\times4^2}\ \text{eV}=78.3\ \text{meV},\qquad -\frac{2E_1}{qt}=-\frac{2\times78.34}{4}=-39.17\ \text{mV/nm}.$$

The own-charge term adds $+0.06$ mV/nm. A self-consistent numerical solution of the Schrödinger and Poisson equations for film and stack gives $-39.13$ mV/nm.

The other terms of (4) follow from the same data. Since $N_T/N_{2D}=10^{10}/(2.160\times10^{12})=0.00463$, the logarithmic term is $25.85\ln(e^{0.00463}-1)=-138.9$ mV. The film's own charge gives $0.0598\times4=0.24$ mV.

For the stack, $5\times10^{12}$ cm$^{-2}$ trapped electrons shift the threshold by 1.745 V across a length-to-permittivity sum of $6/4+3/7=1.929$ nm. The channel electrons are 500 times fewer and act across $6/4+6/7+4/4=3.357$ nm, so they contribute $1745/500\times3.357/1.929=6.1$ mV. Without trapped charge,

$$V_T-V_0=78.3-138.9+6.1+0.2\approx-54.3\ \text{mV},$$

in agreement with the numerical $-54.25$ mV. The 1.745 V programming shift leaves the slope at $-39.13$ mV/nm, as (1) requires.

### From slope to spread

Let each cell have a uniform thickness $t+\delta$, with $\delta$ Gaussian, of mean zero and standard deviation $\sigma_t\ll t$. With $y=\delta/t$,

$$E_1(t+\delta)=E_1(t)\left(1-2y+3y^2-4y^3+\dots\right).$$

The linear term gives the spread, and the average of the quadratic term raises the mean:

$$\sigma_V\approx\frac{2E_1}{q}\frac{\sigma_t}{t},\qquad \overline{V_T}-V_T(t)\approx\frac{3E_1}{q}\frac{\sigma_t^2}{t^2}. \tag{6}$$

For $\sigma_t=0.2$ nm these are $2\times78.34\times0.05=7.83$ mV and $3\times78.34\times0.0025=0.59$ mV. Averaging numerically solved thresholds gives 7.99 mV and 0.594 mV.

The 2% excess in the spread comes from the next order. With $s=\sigma_t/t$, the variance of the bracket is $4s^2+18s^4+48s^4$. The second term is the variance of $3y^2$, and the third comes from the correlation of $-2y$ with $-4y^3$. The square root is $2s(1+8.25s^2)$, which is 2.1% above $2s$ at $s=0.05$.

## Second derivation: the force on the wall

The sensitivity can also be found without differentiating a known spectrum, by asking how much an electron's energy changes when one wall moves.

**One level.** Let $\psi$ be a normalized state of the film of thickness $t$ with energy $E$, and $\chi$ the corresponding state for thickness $t+\delta$ with energy $E'$. Multiply the equation for $\chi$ by $\psi$, that for $\psi$ by $\chi$, subtract, and integrate from 0 to $t$:

$$(E'-E)\int_0^t\psi\chi\,dx=-\frac{\hbar^2}{2m}\Big[\psi\chi'-\chi\psi'\Big]_0^t=\frac{\hbar^2}{2m}\,\chi(t)\,\psi'(t).$$

The other boundary terms vanish because $\psi(0)=\chi(0)=\psi(t)=0$. As $\delta\to0$ the integral on the left tends to 1. Since $\chi$ vanishes at $t+\delta$, its value at $t$ is $-\delta\,\psi'(t)$ to first order. Therefore

$$\frac{dE}{dt}=-\frac{\hbar^2}{2m}\left[\psi'(t)\right]^2. \tag{7}$$

The right-hand side is minus the outward force of the electron on the wall. A standing wave with $n$ half-waves has $[\psi_n'(t)]^2=(2/t)(n\pi/t)^2$, so

$$\frac{dE_n}{dt}=-\frac{n^2\pi^2\hbar^2}{mt^3}. \tag{8}$$

The cube now has a visible origin. Two powers of $1/t$ come from the squared wave number and one from normalization. Integrating (8) inward from $t=\infty$, where $E_n=0$, returns $E_n=n^2\pi^2\hbar^2/(2mt^2)$, so $dE_n/dt=-2E_n/t$.

**Many levels.** Let the density be low enough for Boltzmann occupation and for the film's own charge to be negligible. Then

$$N=N_{2D}\,e^{q\psi_s/kT}\,\Sigma,\qquad \Sigma=\sum_{n\ge1}e^{-E_n/kT}. \tag{9}$$

At fixed $N$ the logarithm of the right-hand side cannot change with $t$:

$$0=\frac{q}{kT}\frac{d\psi_s}{dt}-\frac1{kT}\sum_np_n\frac{dE_n}{dt},\qquad p_n=\frac{e^{-E_n/kT}}{\Sigma}.$$

By (1), $dV_T/dt=d\psi_s/dt$ at fixed $N$, so

$$\frac{dV_T}{dt}=\frac1q\sum_np_n\frac{dE_n}{dt}=-\frac{2\langle E\rangle}{qt}, \tag{10}$$

where $\langle E\rangle$ is the thermal mean confinement energy. The threshold sensitivity is thus minus the mean outward force on the wall, per unit charge. When the second subband is empty, which requires $E_2-E_1=3E_1\gg kT$, $\langle E\rangle=E_1$ and the inverse-cube term of (5) returns.

### The thick film

Define the thermal length $\lambda=h/\sqrt{2\pi mkT}$, which is 7.86 nm here. Then $\hbar^2/(mkT)=\lambda^2/(2\pi)$ and $E_n/kT=\pi an^2$ with $a=\lambda^2/(4t^2)$. Because the Fourier transform of a Gaussian is a Gaussian, Poisson summation gives

$$\sum_{n=-\infty}^{\infty}e^{-\pi an^2}=\frac{1}{\sqrt a}\sum_{k=-\infty}^{\infty}e^{-\pi k^2/a}.$$

For $t\gg\lambda$ the $k=0$ term dominates the right-hand side. Removing $n=0$ on the left and halving,

$$\Sigma\approx\frac12\left(\frac{2t}{\lambda}-1\right)=\frac t\lambda-\frac12 .$$

Solving (9) for $\psi_s$ gives a term $-(kT/q)\ln\Sigma$, whose derivative is

$$\frac{dV_T}{dt}\approx-\frac{kT/q}{t-\lambda/2}. \tag{11}$$

The walls reduce the thickness available to a classical gas by $\lambda/2$. At 20 nm, (11) gives $-25.85/(20-3.93)=-1.609$ mV/nm, equal to the numerical slope to the digits shown. The inverse cube gives $-0.313$ mV/nm, too small in magnitude by a factor of five.

### The increase over a classical film

The term $E_1/q$ is the rise of the subband edge. It is not the difference between the quantum threshold and that of a classical film of equal thickness. For a classical film the sum in (9) becomes an integral, $\int_0^\infty e^{-\pi an^2}dn=1/(2\sqrt a)=t/\lambda$. At the same $N$, the difference is therefore

$$\Delta V=\frac{kT}{q}\left(\ln\frac t\lambda-\ln\Sigma\right)\approx
\begin{cases}\dfrac{E_1}{q}+\dfrac{kT}{q}\ln\dfrac t\lambda, & 3E_1\gg kT,\\[2mm] -\dfrac{kT}{q}\ln\!\left(1-\dfrac{\lambda}{2t}\right), & t\gg\lambda.\end{cases} \tag{12}$$

At 4 nm this is $78.3+25.85\ln(4/7.857)=60.9$ mV, the error quoted at the start. At 20 nm it has fallen to 5.65 mV. Expanding the thick-film logarithm shows that the increase then approaches $(kT/q)\,\lambda/(2t)$, which decays only as $1/t$.

## What each derivation assumes

The first derivation needs a single occupied subband. In return, it keeps Fermi statistics within that subband and includes the film's charge to first order. The second allows any number of subbands but needs Boltzmann statistics and negligible film charge. Their common ground is a thin film at low density.

The numerical slopes show where each applies. At 3 nm the solved slope is $-92.84$ mV/nm and the inverse cube gives $-92.85$. This match is closer than the theory warrants: the solved slope is a difference taken over 0.1 nm, which overstates its magnitude by about 0.05 mV/nm and so hides the own-charge term of 0.06 mV/nm. At 5 nm the values are $-20.18$ and $-20.05$. There the mean energy is 50.58 meV against $E_1=50.14$ meV, so (10) gives $-20.23$, and the own-charge term brings this to $-20.17$. At 8 nm, $3E_1/kT$ is only 2.3. The inverse cube gives $-4.90$ mV/nm where the solved low-density slope is $-6.35$, while (10) gives $-2\times25.40/8=-6.35$.

Both derivations assume impenetrable walls. For the films of 3 to 5 nm this matters more than the differences between them. Let each wall be a barrier of height $U\gg E_1$ and mass $m_b$. The ground state is $\cos k(x-t/2)$ inside and decays outside with constant $\kappa\approx\sqrt{2m_bU}/\hbar$. Continuity of $\psi$ and of $\psi'$ divided by the local mass gives

$$\frac km\tan\frac{kt}2=\frac{\kappa}{m_b}\quad\Longrightarrow\quad\cot\frac{kt}{2}=k\ell,\qquad \ell=\frac{m_b}{m\kappa}.$$

For $k\ell\ll1$, $kt/2\approx\pi/2-k\ell$, hence $k(t+2\ell)=\pi$. The thickness $t$ is replaced by $t+2\ell$:

$$E_1=\frac{\pi^2\hbar^2}{2m(t+2\ell)^2},\qquad \frac1q\frac{dE_1}{dt}=-\frac{\pi^2\hbar^2}{qm(t+2\ell)^3}. \tag{13}$$

With $U=3$ eV and $m_b=0.5\,m_0$, $\ell=0.266$ nm. A 4 nm film then behaves as one of 4.53 nm, with $E_1=61$ meV and a slope of $-27$ mV/nm, 31% smaller in magnitude than for hard walls. A direct solution of the finite well agrees to within 0.1%. So close a match is partly luck: the neglected $E_1$ in $\kappa$ would lengthen $\ell$ by about 1%, the next term in the expansion of the cotangent condition would shorten it by about 1%, and for this mass ratio the two nearly cancel. The local power of $t$ in this slope is $-3t/(t+2\ell)=-2.65$, so the inverse cube belongs to the effective thickness, not to the physical one.

Both derivations also hold $N_T$ fixed. If threshold is instead set by a fixed current, proportional to mobility $\mu$ times density, then $N_T\propto1/\mu(t)$, and at low density the slope gains $-\left[kT/q+qN_T\left(1/C_s+ct/\varepsilon\right)\right]d\ln\mu/dt$, where the second term comes from the voltage drop across the stack and the film in (4). Both also omit the image self-energy of an electron in a film whose permittivity exceeds that of its neighbours. For the film between half-spaces of relative permittivity 4, the reflection factor is $r=(12-4)/(12+4)=1/2$, and the image energy at mid-film is $-[q^2/(4\pi\varepsilon t)]\ln(1-r)\approx21$ meV at 4 nm. It falls as $1/t$ and so adds roughly $-5$ mV/nm to the slope, far more than the own-charge term of (5). The band is taken as parabolic; with $E(1+\alpha E)=E_1$ and $\alpha=0.5$ eV$^{-1}$ the 4 nm slope would be about 7% smaller in magnitude. Short-channel effects, grain-boundary traps, film curvature and thickness variation within one cell lie outside both treatments. So do several conduction valleys with different confinement masses, as in silicon, where the masses also depend on the orientation of the film. In a (100) silicon film the lowest valleys have a confinement mass near $0.92\,m_0$, so at 4 nm $E_1\approx26$ meV and $3E_1$ is only about $3kT$; higher levels are then occupied and the slope does not follow the inverse cube. The millivolt values above therefore describe the model film, not a particular device. The numerical output below lists the values for all the films.

## Computed results

```
Masses: confinement 0.3, in-plane 0.2, barrier 0.5 m0
Relative permittivity of film: 12
Stack widths from gate: [6. 3. 3. 4.] nm
Stack relative permittivities: [4. 7. 7. 4.]
Temperature: 300 K
kT: 25.852 meV
Threshold density: 1.00e+10 cm^-2
Low density for crossover tests: 1.00e+07 cm^-2
N_2D: 2.160e+12 cm^-2
Thermal length lambda: 7.857 nm
hbar^2/(2 m0): 0.038100 eV nm^2
Charge factor c: 0.39666 (no unit)
t = 3 nm: E1 = 139.27 meV
  V_T-V_0 solved 6.62, formula 6.62 mV
  slope solved -92.84, inverse cube -92.85 mV/nm
t = 4 nm: E1 = 78.34 meV
  V_T-V_0 solved -54.25, formula -54.25 mV
  slope solved -39.13, inverse cube -39.17 mV/nm
t = 5 nm: E1 = 50.14 meV
  V_T-V_0 solved -82.47, formula -82.39 mV
  slope solved -20.18, inverse cube -20.05 mV/nm
Exponent of solved slope, 3 to 5 nm: -2.988 (no unit)
Own-charge slope term: 0.0598 mV/nm
Own-charge rise, 3 nm, 1e11 cm^-2, solved: 1.790 mV
Own-charge rise, same case, formula: 1.794 mV
Trapped density: 5.00e+12 cm^-2
Trap shift at 4 nm, solved: 1.7449 V
Slope at 4 nm with trapped charge: -39.13 mV/nm
Low density, t = 5 nm: mean energy 50.58 meV
  slope solved -20.237, inverse cube -20.055 mV/nm
Low density, t = 8 nm: mean energy 25.40 meV
  slope solved -6.349, inverse cube -4.896 mV/nm
Low density, t = 20 nm: mean energy 16.09 meV
  slope solved -1.609, inverse cube -0.313 mV/nm
Thick-film slope formula at 20 nm: -1.609 mV/nm
Quantum minus classical V_T at 3 nm: 114.38 mV
Quantum minus classical V_T at 4 nm: 60.88 mV
Quantum minus classical V_T at 20 nm: 5.65 mV
Thickness spread at mean 4 nm: 0.20 nm
Threshold spread, solved: 7.99 mV
Threshold spread, formula: 7.83 mV
Mean threshold rise, solved: 0.594 mV
Mean threshold rise, formula: 0.588 mV
Barrier height: 3.0 eV
Penetration correction per face: 0.2656 nm
Effective thickness of 4 nm film: 4.531 nm
Finite-barrier E1: solved 61.03, formula 61.05 meV
Finite-barrier slope: solved -26.97, formula -26.95 mV/nm
```
